**Bond projection and the antisymmetric Si–O–Si stretch**

With silicons at rest and central forces, the program tests $\omega^2=\alpha(1-\cos\theta)/m_O$, where $\alpha$ is the bond-stretch constant, $\theta$ the Si–O–Si angle and $m_O$ the oxygen mass. It differentiates energies written in true distances and angles, and asserts that the measured bond projections and oxygen stiffnesses agree with the derived formulas. Further assertions cover transverse stiffness from O–Si–O bending, a spring on the bridging angle, the slope with angle, the free three-atom bridge and the bond softening that cancels the rise. For a 33-atom cluster it asserts the bounds on the upper modes at 130°, 150° and 170°, and the rise of every upper mode between these angles. It also asserts that a second set of random twist angles leaves the upper modes at 150° unchanged. For the chosen round parameters, widening from 130° to 150° raises the fixed-silicon wavenumber by 54.9 cm⁻¹ and that of the free bridge by 47.7 cm⁻¹. A loss of 12.0 % in $\alpha$ cancels the fixed-silicon rise, and 9.2 % cancels that of the free bridge.

## Check in Python

```python
"""
Result under test: an oxygen atom bridging two silicon atoms at angle theta,
with bond-stretch constant alpha and silicons at rest, vibrates along the
Si-Si line with omega^2 = alpha*(1 - cos(theta))/m_O.  The rise with theta comes
from the projection sin(theta/2) of the motion on each bond.
Extensions tested: transverse stiffness beta from O-Si-O bending, moving
silicons (three-atom bridge), and a tetrahedral network, whose upper modes obey
  alpha*(1-cos)/m_O <= omega^2 <= alpha*((1-cos)/m_O + 4/(3 m_Si)).
Lengths are in angstrom, force constants in N/m, masses in u; energies are
therefore in (N/m)*angstrom^2 and their second derivatives in N/m.
All numerical stiffnesses come from energies in true distances and angles.
"""
import numpy as np
from scipy.constants import c as light_speed, atomic_mass, pi

ALPHA, BETA, R_BOND = 400.0, 30.0, 1.6
M_O, M_SI = 16.0, 28.0
TETRA = np.arccos(-1.0 / 3.0)


def wavenumber(omega2):
    """omega2 in (N/m)/u -> wavenumber in 1/cm."""
    return np.sqrt(omega2 / atomic_mass) / (2 * pi * light_speed) / 100


def hessian(energy, x0, h=1e-3):
    n = len(x0)
    step = np.eye(n) * h
    H = np.zeros((n, n))
    for i in range(n):
        for j in range(i + 1):
            plus, minus = step[i] + step[j], step[i] - step[j]
            value = (energy(x0 + plus) - energy(x0 + minus)
                     - energy(x0 - minus) + energy(x0 - plus)) / (4 * h * h)
            H[i, j] = H[j, i] = value
    return H


def perpendicular_pair(axis):
    helper = np.eye(3)[np.argmin(np.abs(axis))]
    a = np.cross(axis, helper)
    a /= np.linalg.norm(a)
    return a, np.cross(axis, a)


def other_tetrahedral(axis, twist):
    """Three unit vectors completing a regular tetrahedron with axis."""
    a, b = perpendicular_pair(axis)
    angles = twist + 2 * pi * np.arange(3) / 3
    return [-axis / 3 + np.sqrt(8) / 3 * (np.cos(t) * a + np.sin(t) * b)
            for t in angles]


def angle_between(v, w):
    cosine = v @ w / np.sqrt((v @ v) * (w @ w))
    return np.arccos(np.clip(cosine, -1, 1))


def silicon_positions(theta):
    s, c = np.sin(theta / 2), np.cos(theta / 2)
    return R_BOND * np.array([[s, 0, -c], [-s, 0, -c]])


def oxygen_hessian(theta, alpha=ALPHA, beta=0.0, hinge=0.0):
    """Only the bridging oxygen moves; outer oxygens and silicons are held."""
    silicons = silicon_positions(theta)
    kappa = 2 * beta * R_BOND**2 / 3
    outer = [other_tetrahedral(-p / R_BOND, 0.4) for p in silicons]

    def energy(u):
        total = 0.0
        for p, directions in zip(silicons, outer):
            bond = u - p
            total += 0.5 * alpha * (np.linalg.norm(bond) - R_BOND)**2
            if kappa:
                for d in directions:
                    total += 0.5 * kappa * (angle_between(bond, d) - TETRA)**2
        if hinge:
            bend = angle_between(silicons[0] - u, silicons[1] - u) - theta
            total += 0.5 * hinge * bend**2
        return total
    return hessian(energy, np.zeros(3))


def spring_modes(positions, masses, bonds, alpha=ALPHA):
    """Squared frequencies of atoms joined only by bond springs."""
    first, second = np.array(bonds).T

    def energy(x):
        r = x.reshape(-1, 3)
        d = r[first] - r[second]
        return 0.5 * alpha * np.sum((np.sqrt((d * d).sum(1)) - R_BOND)**2)
    H = hessian(energy, np.array(positions).ravel())
    root = np.sqrt(np.repeat(masses, 3))
    return np.linalg.eigvalsh(H / np.outer(root, root))


def free_bridge(theta, alpha=ALPHA):
    positions = np.vstack([np.zeros(3), silicon_positions(theta)])
    return spring_modes(positions, [M_O, M_SI, M_SI], [(0, 1), (0, 2)], alpha)


def cluster_modes(theta, seed):
    """Branched network: every oxygen has two silicons; outer silicons end it."""
    rng = np.random.default_rng(seed)
    positions, masses, bonds = [np.zeros(3)], [M_SI], []
    axis = np.array([0.0, 0.0, 1.0])
    frontier = [(0, [axis] + other_tetrahedral(axis, 0.0))]
    for shell in range(2):
        new_frontier = []
        for si, directions in frontier:
            for d in directions:
                oxygen = len(positions)
                positions.append(positions[si] + R_BOND * d)
                masses.append(M_O)
                a, b = perpendicular_pair(d)
                t = rng.uniform(0, 2 * pi)
                side = np.cos(t) * a + np.sin(t) * b
                onward = -np.cos(theta) * d + np.sin(theta) * side
                positions.append(positions[oxygen] + R_BOND * onward)
                masses.append(M_SI)
                bonds += [(si, oxygen), (oxygen, oxygen + 1)]
                branches = other_tetrahedral(-onward, rng.uniform(0, 2 * pi))
                new_frontier.append((oxygen + 1, branches))
        frontier = new_frontier
    n_oxygen = sum(m == M_O for m in masses)
    return spring_modes(positions, masses, bonds), n_oxygen, len(masses)


print(f"stretch constant alpha = {ALPHA:.0f} N/m")
print(f"transverse constant beta, where used = {BETA:.0f} N/m")
print(f"bond length = {R_BOND:.1f} angstrom")
print(f"masses: O = {M_O:.0f} u, Si = {M_SI:.0f} u")

# Projection on the bonds, oxygen stiffness, and the free three-atom bridge
print("columns: angle (deg), projection, 1-cos, k_x (N/m), k_z (N/m),")
print("  k_x with beta (N/m), fixed-Si and free-bridge wavenumber (1/cm)")
fixed_nu, free_nu = {}, {}
for degrees in (110, 130, 140, 150, 160, 170, 180):
    theta = np.radians(degrees)
    cosine = np.cos(theta)
    small = np.array([1e-4, 0, 0])
    elongation = np.array([
        (np.linalg.norm(small - p) - np.linalg.norm(-small - p)) / 2e-4
        for p in silicon_positions(theta)])
    assert np.allclose(np.sort(elongation),
                       [-np.sin(theta / 2), np.sin(theta / 2)], atol=1e-7)
    H = oxygen_hessian(theta)
    assert abs(H[0, 0] - ALPHA * np.sum(elongation**2)) < 0.01
    assert np.allclose(H, np.diag([ALPHA * (1 - cosine), 0,
                                   ALPHA * (1 + cosine)]), atol=0.01)
    HB = oxygen_hessian(theta, beta=BETA)
    expected = [ALPHA * (1 - cosine) + BETA * (1 + cosine), 2 * BETA,
                ALPHA * (1 + cosine) + BETA * (1 - cosine)]
    assert np.allclose(HB, np.diag(expected), atol=0.01)
    free = free_bridge(theta)
    assert np.isclose(free[-1], ALPHA * ((1 - cosine) / M_O + 1 / M_SI),
                      rtol=1e-5)
    assert np.isclose(free[-2], ALPHA * ((1 + cosine) / M_O + 1 / M_SI),
                      rtol=1e-4)
    fixed_nu[degrees] = wavenumber(H[0, 0] / M_O)
    free_nu[degrees] = wavenumber(free[-1])
    print(f"{degrees:4d} {max(elongation):.4f} {1-cosine:.4f} "
          f"{H[0,0]:.1f} {abs(H[2,2]):.1f} {HB[0,0]:.1f} "
          f"{fixed_nu[degrees]:.1f} {free_nu[degrees]:.1f}")

# A spring on the bridging angle acts on bisector motion, not on x motion
theta = np.radians(150)
without, with_hinge = oxygen_hessian(theta), oxygen_hessian(theta, hinge=50.0)
assert abs(with_hinge[0, 0] - without[0, 0]) < 0.01
assert with_hinge[2, 2] - without[2, 2] > 1.0

# Reversing the order of alpha and beta must reverse the trend
reverse = [oxygen_hessian(np.radians(d), alpha=20.0, beta=30.0)[0, 0]
           for d in (130, 150)]
assert reverse[1] < reverse[0]

for low, high in ((130, 150), (150, 170)):
    print(f"rise {low} to {high} deg: fixed Si = "
          f"{fixed_nu[high]-fixed_nu[low]:.1f} 1/cm, free bridge = "
          f"{free_nu[high]-free_nu[low]:.1f} 1/cm")
for degrees in (130, 150):
    terahertz = fixed_nu[degrees] * 100 * light_speed / 1e12
    print(f"fixed-Si frequency at {degrees} deg = {terahertz:.2f} THz")

for degrees in (140, 170):
    theta = np.radians(degrees)
    slope = fixed_nu[degrees] / 2 / np.tan(theta / 2) * pi / 180
    ends = [wavenumber(oxygen_hessian(np.radians(degrees + d))[0, 0] / M_O)
            for d in (-0.5, 0.5)]
    assert np.isclose(ends[1] - ends[0], slope, rtol=2e-3)
    print(f"fixed-Si slope at {degrees} deg = {slope:.2f} 1/cm per degree")

# Bond softening that cancels the geometric rise between 130 and 150 degrees
c1, c2 = np.cos(np.radians([130, 150]))
ratio_fixed = (1 - c1) / (1 - c2)
ratio_free = (1 - c1 + M_O / M_SI) / (1 - c2 + M_O / M_SI)
softened = oxygen_hessian(np.radians(150), alpha=ALPHA * ratio_fixed)[0, 0]
assert np.isclose(softened, oxygen_hessian(np.radians(130))[0, 0], rtol=1e-5)
softened = free_bridge(np.radians(150), ALPHA * ratio_free)[-1]
assert np.isclose(softened, free_bridge(np.radians(130))[-1], rtol=1e-5)
print(f"loss of alpha cancelling 130 to 150 deg rise, fixed Si = "
      f"{100*(1-ratio_fixed):.1f} %")
print(f"same for free bridge = {100*(1-ratio_free):.1f} %")

# Network bounds, one upper mode per oxygen, and rise of every upper mode
gap_angle = np.degrees(np.arccos(-2 * M_O / (3 * M_SI)))
rise_angle = np.degrees(np.arccos(-M_O / M_SI))
print(f"network gap guaranteed above {gap_angle:.1f} deg")
print(f"rise of every upper mode guaranteed above {rise_angle:.1f} deg")
upper = {}
for degrees in (130, 150, 170):
    cosine = np.cos(np.radians(degrees))
    modes, n_oxygen, n_atoms = cluster_modes(np.radians(degrees), seed=1)
    band = modes[-n_oxygen:]
    floor = ALPHA * (1 - cosine) / M_O
    ceiling = floor + 4 * ALPHA / (3 * M_SI)
    lower_limit = ALPHA * ((1 + cosine) / M_O + 4 / (3 * M_SI))
    tolerance = 1e-4 * floor
    assert band[0] >= floor - tolerance and band[-1] <= ceiling + tolerance
    assert modes[-n_oxygen - 1] <= lower_limit + tolerance < floor
    upper[degrees] = band
    if degrees == 130:
        print(f"cluster: {n_atoms} atoms, {n_oxygen} oxygens")
    print(f"cluster {degrees} deg: upper band {wavenumber(band[0]):.1f} to "
          f"{wavenumber(band[-1]):.1f} 1/cm")
    print(f"  bounds {wavenumber(floor):.1f} to {wavenumber(ceiling):.1f} 1/cm;"
          f" next mode below {wavenumber(modes[-n_oxygen-1]):.1f} 1/cm")

twisted, n_oxygen, _ = cluster_modes(np.radians(150), seed=2)
assert np.allclose(twisted[-n_oxygen:], upper[150], rtol=1e-5)

for low, high in ((130, 150), (150, 170)):
    full_rise = ALPHA / M_O * (np.cos(np.radians(low))
                               - np.cos(np.radians(high)))
    share = (upper[high] - upper[low]) / full_rise
    assert np.all(share > 0) and np.all(share < 1 + 1e-3)
    print(f"cluster {low} to {high} deg: rise in omega^2 over fixed-Si rise = "
          f"{share.min():.3f} to {share.max():.3f}")

print("every check passed")
```

Running it gives:

```
stretch constant alpha = 400 N/m
transverse constant beta, where used = 30 N/m
bond length = 1.6 angstrom
masses: O = 16 u, Si = 28 u
columns: angle (deg), projection, 1-cos, k_x (N/m), k_z (N/m),
  k_x with beta (N/m), fixed-Si and free-bridge wavenumber (1/cm)
 110 0.8192 1.3420 536.8 263.2 556.5 754.6 901.1
 130 0.9063 1.6428 657.1 142.9 667.8 834.9 969.3
 140 0.9397 1.7660 706.4 93.6 713.4 865.7 995.9
 150 0.9659 1.8660 746.4 53.6 750.4 889.8 1017.0
 160 0.9848 1.9397 775.9 24.1 777.7 907.2 1032.2
 170 0.9962 1.9848 793.9 6.1 794.4 917.7 1041.5
 180 1.0000 2.0000 800.0 0.0 800.0 921.2 1044.6
rise 130 to 150 deg: fixed Si = 54.9 1/cm, free bridge = 47.7 1/cm
rise 150 to 170 deg: fixed Si = 27.9 1/cm, free bridge = 24.5 1/cm
fixed-Si frequency at 130 deg = 25.03 THz
fixed-Si frequency at 150 deg = 26.68 THz
fixed-Si slope at 140 deg = 2.75 1/cm per degree
fixed-Si slope at 170 deg = 0.70 1/cm per degree
loss of alpha cancelling 130 to 150 deg rise, fixed Si = 12.0 %
same for free bridge = 9.2 %
network gap guaranteed above 112.4 deg
rise of every upper mode guaranteed above 124.8 deg
cluster: 33 atoms, 16 oxygens
cluster 130 deg: upper band 892.6 to 1006.7 1/cm
  bounds 834.9 to 1010.1 1/cm; next mode below 681.4 1/cm
cluster 150 deg: upper band 939.4 to 1052.5 1/cm
  bounds 889.8 to 1056.0 1/cm; next mode below 608.4 1/cm
cluster 170 deg: upper band 964.4 to 1076.1 1/cm
  bounds 917.7 to 1079.6 1/cm; next mode below 565.7 1/cm
cluster 130 to 150 deg: rise in omega^2 over fixed-Si rise = 0.906 to 0.996
cluster 150 to 170 deg: rise in omega^2 over fixed-Si rise = 0.941 to 0.998
every check passed
```
